# Separating Multipole Divergence from Charge Penetration in Intermolecular Electrostatics

## Two charges seen from the wrong places

Put one unit charge on molecule A and one on molecule B. The molecular centres lie a distance $D$ apart along $z$. The charge on A sits at $x=+h$ from its centre, the charge on B at $x=-h$ from its own. With $c=2h$ and the Coulomb constant set to one, the energy is

$$E=\frac{1}{\sqrt{D^2+c^2}} .$$

A central multipole expansion knows the charges through their moments about the two centres, and produces a series in inverse powers of $D$. Here that is the binomial series

$$E=\frac1D\left(1-\frac12\frac{c^2}{D^2}+\frac38\frac{c^4}{D^4}-\frac5{16}\frac{c^6}{D^6}+\dots\right).$$

Take $D=1$ and $c=2$. The true energy is $1/\sqrt5=0.447$. The terms are $1,-2,6,-20$, and the partial sums are $1,-1,5,-15$. The charges are $\sqrt5$ apart and nothing is singular in their interaction; the series fails because $c>D$.

Now move each expansion site halfway towards its charge, to $x=+\tfrac12$ on A and $x=-\tfrac12$ on B. The vector from site to site is $(-1,0,1)$, of length $\sqrt2$. The charges are displaced from their sites by $+\tfrac12$ and $-\tfrac12$, so the relative displacement is $c=1$. Since $1<\sqrt2$, the new series converges. Its partial sums, from the Legendre formula derived below, begin $0.707,\ 0.354,\ 0.442,\ 0.486,\ 0.414$ and settle towards $0.447$.

Next replace each point charge by a Gaussian cloud with standard deviation $\sigma$ along each axis. The energy of two such clouds at distance $r$ is $\operatorname{erf}(r/2\sigma)/r$, as shown below. If $2\sigma=\sqrt5$, the energy is $\operatorname{erf}(1)/\sqrt5=0.377$. The moments have not changed, so the convergent series still gives $0.447$. It is wrong by $0.070$, and higher order does not help.

These are two different failures. The first depends on where the expansion sites are. The second depends on how far the clouds overlap.

## The cloud energies and what the moments miss

A normalized Gaussian cloud has density $\rho(r)=(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}$. Write its potential as $V=u(r)/r$. For a spherical function $\nabla^2V=u''/r$, so Poisson's equation $\nabla^2V=-4\pi\rho$ becomes

$$u''=-4\pi r\rho=-\sqrt{\frac2\pi}\,\frac{r}{\sigma^3}\,e^{-r^2/2\sigma^2}.$$

One integration, with $u'\to0$ at infinity, gives $u'=\sqrt{2/\pi}\,e^{-r^2/2\sigma^2}/\sigma$. A second, with $u(0)=0$ so that $V$ is finite at the origin, gives $u=\operatorname{erf}(r/\sqrt2\sigma)$. A point core and a cloud therefore interact through $\operatorname{erf}(r/\sqrt2\sigma)/r$.

For two clouds, the energy depends on the vector between a point of one and a point of the other. The difference of two independent Gaussian positions is again Gaussian, with variance $2\sigma^2$ per axis. Replacing $\sigma$ by $\sqrt2\sigma$ gives $\operatorname{erf}(r/2\sigma)/r$.

The moments are blind to $\sigma$ for the following reason. Each moment is the integral of the density with a polynomial $f$ that satisfies $\nabla^2f=0$. Let $\bar f(s)$ be the average of $f$ over a sphere of radius $s$. By the divergence theorem,

$$\frac{d\bar f}{ds}=\frac1{4\pi s^2}\oint\frac{\partial f}{\partial n}\,dS=\frac1{4\pi s^2}\int\nabla^2f\,dV=0 .$$

Thus $\bar f(s)$ equals the value of $f$ at the centre. A spherical cloud is a stack of such spheres, and all its multipole moments, about any site, are those of a point charge at its centre.

## The expansion for arbitrary charges

Let $\mathbf a$ be a source position on A measured from its site, $\mathbf b$ one on B measured from its site, and $\mathbf D$ the vector from the site on A to the site on B. The source separation is $|\mathbf D+\mathbf b-\mathbf a|$. Taylor expansion in the displacements gives, order by order,

$$\frac1{|\mathbf D+\mathbf b-\mathbf a|}=e^{-\mathbf a\cdot\nabla}\,e^{\mathbf b\cdot\nabla}\,\frac1D ,$$

where $\nabla$ acts on $\mathbf D$. To separate the coordinates of A from those of B, write $\partial_\pm=\partial_x\pm i\partial_y$ and $a_\pm=a_x\pm ia_y$. Then

$$-\mathbf a\cdot\nabla=a_z(-\partial_z)-\tfrac12a_-\,\partial_++\tfrac12a_+(-\partial_-).$$

On a harmonic function $\partial_+\partial_-=\partial_x^2+\partial_y^2=-\partial_z^2$, hence $\partial_+(-\partial_-)=(-\partial_z)^2$. Any product of $l$ of the three operators $-\partial_z,\ \partial_+,\ -\partial_-$ therefore depends only on $l$ and on $m$, the number of $\partial_+$ minus the number of $-\partial_-$. Call it $O_{lm}$. These operators obey

$$O_{lm}O_{jk}=O_{l+j,m+k},\qquad I_{lm}(\mathbf D)\equiv O_{lm}\frac1D .$$

The coefficients are collected with a marker $t$ that counts $m$. Define $R_{lm}$ by

$$\frac1{l!}\left(a_z-\frac{a_+t}2+\frac{a_-}{2t}\right)^l=\sum_{m=-l}^{l}R_{lm}(\mathbf a)\,t^m .$$

For example, $R_{10}=a_z$, $R_{11}=-a_+/2$ and $R_{20}=(3a_z^2-a^2)/4$. The bracket is $\mathbf v\cdot\mathbf a$ with

$$\mathbf v=\left(\frac{1/t-t}2,\ -\frac{i(t+1/t)}2,\ 1\right),\qquad \mathbf v\cdot\mathbf v=0 .$$

Since $\nabla^2(\mathbf v\cdot\mathbf a)^l$ is proportional to $\mathbf v\cdot\mathbf v$, every $R_{lm}$ is harmonic, as the averaging argument requires. The operator expansion has $a_-$ with $\partial_+$, which is the complex conjugate coefficient, so

$$e^{-\mathbf a\cdot\nabla}=\sum_{lm}R^*_{lm}(\mathbf a)\,O_{lm},\qquad e^{\mathbf b\cdot\nabla}=\sum_{jk}(-1)^jR^*_{jk}(\mathbf b)\,O_{jk}.$$

The sign $(-1)^j$ comes from $R_{jk}(-\mathbf b)$, a polynomial of degree $j$. Multiply the two sums, multiply by the charges and add. With moments $M_{lm}=\sum_iq_iR_{lm}(\mathbf a_i)$, or the corresponding integral over a density, and Coulomb constant $k_C$,

$$E=k_C\sum_{lm}\sum_{jk}(-1)^jM^{A*}_{lm}M^{B*}_{jk}\,I_{l+j,m+k}(\mathbf D).$$

At fixed $l$ and $j$, $I$ depends only on $m+k$, so the two lists of moments can first be convolved and then contracted with $I$.

It remains to evaluate $I_{lm}$. An $l$-fold derivative of $1/r$ is a polynomial of degree $l$ divided by $r^{2l+1}$. That polynomial is harmonic, because for a homogeneous $p$ of degree $l$ one has $\nabla^2(p\,r^{-2l-1})=r^{-2l-1}\nabla^2p$. For $m\ge0$ its angular dependence about $z$ makes it $x_+^m$ times a series in $\rho^2=x^2+y^2$ and $z$, with $x_+=x+iy$, and Laplace's equation fixes each coefficient from the first. So it is proportional to $R_{lm}$, and the factor follows from the leading term near the $z$ axis. There

$$I_{lm}\to(-1)^m(2m-1)!!\,\frac{(l+m)!}{(2m)!}\,\frac{x_+^m}{z^{l+m+1}},\qquad R_{lm}\to\frac{(-1)^m}{2^m}\frac{x_+^mz^{l-m}}{m!\,(l-m)!}.$$

The first form uses $\partial_+f(\rho^2)=2x_+f'$ on $(z^2+\rho^2)^{-1/2}$, followed by $l-m$ derivatives $-\partial_z$. With $(2m-1)!!\,2^mm!=(2m)!$ the quotient gives

$$I_{lm}(\mathbf r)=(l-m)!\,(l+m)!\,\frac{R_{lm}(\mathbf r)}{r^{2l+1}} .$$

Negative $m$ follows from $R_{l,-m}=(-1)^mR^*_{lm}$, and the same relation for $I$.

## When the series converges

Collect all terms with the same total order $n=l+j$. By the binomial theorem they combine into $(-\mathbf c\cdot\nabla)^n/n!$ acting on $1/D$, with $\mathbf c=\mathbf a-\mathbf b$. This is the term of degree $n$ in $c$ of $(D^2-2Dc\cos\gamma+c^2)^{-1/2}$, where $\gamma$ is the angle between $\mathbf c$ and $\mathbf D$. The generating function of the Legendre polynomials identifies it as

$$\frac{c^n}{D^{n+1}}P_n(\cos\gamma).$$

Because $|P_n|\le1$, the series converges for $c<D$. As a power series in $x=c/D$, the function $(1-2x\cos\gamma+x^2)^{-1/2}$ has its singularities at $x=e^{\pm i\gamma}$, both of modulus one. The series therefore diverges for $c>D$.

For whole molecules, the energy through total order $n$ converges if

$$\max\frac{|\mathbf a-\mathbf b|}{D}<1$$

over all source pairs and their site pairs, where each spherical cloud counts as one source at its centre. If the maximum exceeds one, the series diverges unless the leading growing terms cancel. A distributed expansion has the same law with smaller displacements. It converges if the sites are fine enough, not merely because there are several of them. Other truncations, such as separate limits on $l$ and $j$, group the terms differently and need their own analysis.

## Two errors, defined separately

Let $E_{\rm exact}$ be the Coulomb energy of the full, frozen densities, and $E_{\rm np}$ the non-penetrating energy, with every cloud shrunk to its centre. The penetration energy is $E_{\rm pen}=E_{\rm exact}-E_{\rm np}$. For a series stopped at order $n$,

$$E_n-E_{\rm exact}=\underbrace{(E_n-E_{\rm np})}_{\text{truncation}}+\underbrace{(E_{\rm np}-E_{\rm exact})}_{-E_{\rm pen}} .$$

The first part depends on the sites and on $n$. The second depends on neither. The general procedure is:

1. Compute $E_{\rm exact}$ from the densities.
2. Choose sites, assign each source to one site, and form the moments.
3. Evaluate $\max|\mathbf a-\mathbf b|/D$ before using the series.
4. Obtain $E_{\rm np}$ from the shrunken sources, or from the plateau of a convergent series.
5. Report $E_n-E_{\rm np}$ and $E_{\rm pen}$ separately.

For atoms with point cores $Z$ and Gaussian clouds of charge $Q_i=q_i-Z$, where $q_i$ is the net charge, subtracting the point energies replaces each $\operatorname{erf}$ by $-\operatorname{erfc}$:

$$E_{\rm pen}=-k_C\sum_{ij}\frac{Q_iQ_j\operatorname{erfc}(r_{ij}/2\sigma)+Z(Q_i+Q_j)\operatorname{erfc}(r_{ij}/\sqrt2\sigma)}{r_{ij}} .$$

The cloud–cloud part is negative, since $Q_iQ_j>0$: overlapping clouds repel less than point charges would. The core–cloud part is positive, but its $\operatorname{erfc}$ has the larger argument and is much smaller at modest overlap. This wide gap is a property of Gaussian clouds. For clouds with exponential tails both parts decay with the same exponential and are far closer in size.

## Two stacked rods

Each model molecule is a straight row of eight atoms spaced by 0.14 nm, with net charges $0.4,-0.2,-0.1,0.1,-0.2,0.1,0.2,-0.3$ in units of $e$. Each atom has $Z=4$ and $\sigma=0.07$ nm. The rods lie in parallel planes, with 150° between their directions. The outermost atoms are 0.49 nm from the centre, so the largest relative displacement is

$$2(0.49)\sin75^\circ=0.947\ \text{nm}.$$

The central series needs a greater height than this. At 0.36 nm the ratio is $0.947/0.36=2.63$.

With two sites per molecule, each at the middle of four atoms, the sites are 0.28 nm from the centre and the offsets reach 0.21 nm. The critical site pair has

$$D=\sqrt{0.36^2+(0.56\cos75^\circ)^2}=0.388\ \text{nm},\qquad c=0.42\sin75^\circ=0.406\ \text{nm}.$$

The ratio is 1.045, so this distributed expansion also diverges. Four sites, one for each pair of atoms, lower the ratio to 0.368.

At this height $E_{\rm exact}=-18.43$ and $E_{\rm np}=-8.84$ kJ/mol, hence $E_{\rm pen}=-9.59$ kJ/mol, about half of the exact energy. The partial sums in kJ/mol are:

| $n$ | 1 site | 2 sites | 4 sites |
|---:|---:|---:|---:|
| 2 | −85.4 | 4.97 | −8.967 |
| 4 | 628 | −22.8 | −8.782 |
| 6 | −4873 | 5.34 | −8.849 |
| 8 | 35243 | −23.6 | −8.841 |
| 20 | $3.5\times10^9$ | −26.0 | −8.842 |

At $n=8$ the truncation errors are 35252, −14.8 and 0.0005 kJ/mol. To each of them the missing penetration adds 9.59 kJ/mol. The two-site total error is $-14.8+9.6=-5.2$ kJ/mol, smaller in size than the four-site error of 9.6 kJ/mol. Judged against the exact energy alone, the divergent expansion would look better than the convergent one. The separation shows that this is a cancellation. It recurs at $n=4$ and 20, but not at $n=2$ or 6, where the two-site total error exceeds 23 kJ/mol.

The growth rates can be traced. In the critical pairs $\mathbf c$ is perpendicular to $\mathbf D$, so odd terms vanish and $P_n(0)/P_{n-2}(0)=-(n-1)/n$. The growth per order between $n=58$ and $n=60$ should be $2.6295\sqrt{59/60}=2.6075$, which is the computed value. For two sites the growth is slow: the term is 116 kJ/mol at $n=60$ and 2644 kJ/mol at $n=140$. At low order the two-site sums swing between about 5 and −24 kJ/mol. Reading only every fourth order would hide this, whereas the geometric ratio gives the warning before any term is computed.

Raising the rods to 0.80 nm, with all else fixed, isolates the first failure. Penetration is then zero to rounding, and $E_{\rm exact}=E_{\rm np}=-2.787$ kJ/mol. The central sums still run away, with 5.4, 15.2 and 118 kJ/mol at $n=4$, 8 and 20, while four sites give −2.787 kJ/mol from $n=8$. At 1.20 nm the central ratio is 0.789 and both failures are gone: the central sum through $n=60$ and the exact energy are both −1.295 kJ/mol.

Changing only the cloud width at 0.36 nm isolates the second failure. For $\sigma=0.06$, 0.07 and 0.08 nm, $E_{\rm pen}$ is −0.58, −9.6 and −64 kJ/mol, while every moment stays the same. Multipoles alone therefore cannot supply a penetration correction; information about the width must be added.

## A compact molecule: NH3

A pair of real molecules, with densities expanded in a Gaussian basis, shows penetration without divergence. The convergence argument below relies on that basis and does not by itself cover exact densities with exponential tails. One N–H bond of the first NH3 points along the N–N line at the nitrogen of the second, whose hydrogens point away. The chosen geometry has N–H 0.101 nm, H–N–H 107° and N–N 0.325 nm. The densities are those of isolated molecules at the RHF/cc-pVDZ level.

In a Gaussian basis the density is a sum of products of two basis functions. Completing the square in the exponent puts each product's centre on the line between two nuclei. About that centre it is a polynomial times a Gaussian, with a finite number of nonzero multipole moments. Shrinking it leaves point multipoles, which are derivatives of point charges with respect to position, and differentiating a power series does not change its radius of convergence. Since $|\mathbf a-\mathbf b|$ is a convex function of both positions, its maximum occurs at nuclei. With the nitrogens as expansion centres the ratio is 0.554, and the central series converges.

Its sums are −3.66, −10.93, −14.03, −14.62 and −14.74 kJ/mol at $n=2$, 4, 6, 10 and 18. The first is the dipole–dipole energy, a quarter of the plateau. Moving both centres to the centres of nuclear charge changes the $n=18$ result by less than 0.001 kJ/mol, so the plateau belongs to the densities and not to the chosen origins.

The exact energy of the same densities is −19.74 kJ/mol (−0.205 eV). Hence

$$E_{\rm pen}\approx-19.74-(-14.74)\approx-5.0\ \text{kJ/mol}\quad(-0.052\ \text{eV}),$$

a quarter of the electrostatic energy. At N–N 0.80 nm the exact and multipole energies are both −0.404 kJ/mol. The interaction energy from the antisymmetrized product of the two monomer states has the same value there, as it should when exchange is negligible.

## What the numbers mean for precursor vapours

The rods imitate the shape of elongated precursor molecules about 1 nm long, but neither their charges nor their cloud width was fitted to any molecule. Their dipole, 0.182 $e$ nm, is between four and five times that of water, so they are strongly polar models. Real density tails fall off more slowly than a Gaussian of fixed width, so the model makes penetration vanish too abruptly with distance. The width scan shows how sensitive its value at 0.36 nm is: reducing $\sigma$ by 0.01 nm divides it by about 16, and increasing $\sigma$ by 0.01 nm multiplies it by about 7. At 400 K, a rough vapour temperature, $kT$ is 3.3 kJ/mol, so a missing penetration energy of 5 kJ/mol, as in the NH3 pair above, would matter in an association energy unless another term makes up for it.

Electrostatics of frozen densities is also not the binding energy. With a rough polarizability volume of 0.0015 nm³ per atom and an excitation energy of 10 eV, simple estimates for the rods at 0.36 nm give −0.8 kJ/mol for induction, from $-\tfrac12\alpha F^2$ at each atom, and −12 kJ/mol for dispersion, from London's pair formula. Exchange was not computed for the rods. For the NH3 pair it is +18.0 kJ/mol at first order in the cc-pVDZ basis, close in size to the electrostatic energy of −19.7 kJ/mol and opposite in sign. If the repulsion of a force field was fitted to total interaction energies with multipole electrostatics alone, the fit has already absorbed the penetration energy as far as it could. Adding penetration without refitting the repulsion would then count part of the short-range energy twice. The NH3 values omit electron correlation. They also omit diffuse basis functions, which can change the electrostatic and exchange energies by several kJ/mol each and the penetration energy by more than 1 kJ/mol. Even the sign of the sum of electrostatics and exchange is therefore not settled by these values; "exact" refers to the Coulomb energy of the stated densities. The remaining values are in the numerical output.

## Table of computed values

```
RODS: energies in kJ/mol, lengths in nm
net atomic charges (e): 0.4 -0.2 -0.1 0.1 -0.2 0.1 0.2 -0.3
spacing 0.14 nm, axis angle 150.0 deg, sigma 0.07 nm, core 4.0 e
Coulomb constant 138.9355 kJ nm/(mol e^2)
dipole magnitude 0.1820 e nm
central convergence needs height > 0.9466 nm
near 0.36 nm: E_exact -18.42945, E_np -8.84175, E_pen -9.588e+00
middle 0.80 nm: E_exact -2.78738, E_np -2.78738, E_pen -1.383e-11
far 1.20 nm: E_exact -1.29486, E_np -1.29486, E_pen -1.477e-12
near, max |a-b|/D for 1, 2, 4 sites: 2.6295 1.0454 0.3683
near, E_n for 1, 2, 4 sites per molecule (kJ/mol):
  n=2: -85.424 4.9705 -8.9668
  n=4: 627.84 -22.841 -8.7816
  n=6: -4873.4 5.3427 -8.8487
  n=8: 35243 -23.629 -8.8412
  n=12: 1.6987e+06 -23.944 -8.8417
  n=20: 3.4985e+09 -26.03 -8.8417
near, n=8: truncation error, missing-penetration error (kJ/mol)
  1 sites: 35252, 9.5877
  2 sites: -14.787, 9.5877
  4 sites: 0.00051094, 9.5877
near, central growth per order at n=60: 2.6075
near, 2 sites: |term 60| 1.158e+02, |term 140| 2.644e+03 kJ/mol
middle, E_n for 1 and 4 sites (kJ/mol):
  n=4: 5.37745, -2.78797
  n=8: 15.17620, -2.78738
  n=20: 117.96725, -2.78738
far, central ratio 0.7888, E_60 -1.29486 kJ/mol
near, sigma 0.06 nm: E_pen -0.5831 kJ/mol
near, sigma 0.07 nm: E_pen -9.5877 kJ/mol
near, sigma 0.08 nm: E_pen -63.5491 kJ/mol
rough inputs: alpha 0.0015 nm^3/atom, excitation 10.0 eV, T 400.0 K
near, induction estimate -0.830 kJ/mol
near, dispersion estimate -11.589 kJ/mol
kT 3.326 kJ/mol
NH3 PAIR: RHF/cc-pVDZ densities, energies in kJ/mol
N-H 0.101 nm, H-N-H 107.0 deg, N-N 0.325 nm
max |a-b|/D 0.5541
  central E_2 -3.6642 kJ/mol
  central E_4 -10.9328 kJ/mol
  central E_6 -14.0319 kJ/mol
  central E_10 -14.6230 kJ/mol
  central E_14 -14.7356 kJ/mol
  central E_16 -14.7322 kJ/mol
  central E_18 -14.7362 kJ/mol
E_18 with moved centres -14.7354 kJ/mol
E_exact -19.7430 kJ/mol = -0.20462 eV
E_pen -5.0068 kJ/mol = -0.05189 eV
first-order exchange 18.0079 kJ/mol
N-N 0.8 nm: E_exact -0.40413, E_18 -0.40413 kJ/mol
N-N 0.8 nm: antisymmetrized product -0.40413 kJ/mol
```
